# Schep interface resistance between diffusive metals from the Boltzmann equation: a numerical check

```python
"""Interface resistance between two diffusive metals L and R.

Result under test (areal resistances, spin-degenerate, linear response):
    R_I = 1/G_T - (1/G_L + 1/G_R)/2
G_L, G_R : Sharvin conductances per area, (2e^2/h) * channels per area
G_T      : Landauer conductance per area, (2e^2/h) * summed transmission
R_I      : jump of the electrochemical potential, extrapolated from deep inside
           both metals, per unit current density.
The result is exact for bulk collisions that equalise the channels (one decay
length lam per metal, scattering in shared equally per channel).
Isotropic collisions (decay length = mean free path * cos(angle)) are solved too,
to measure the error of the formula there.
Channel densities are in nm^-2, lengths in nm, wavevectors in nm^-1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, simpson
from scipy.linalg import eigh

HBAR, M_E, Q_E, K_B = const.hbar, const.m_e, const.e, const.k
# areal resistance in fOhm m^2 of one channel per nm^2
UNIT = const.h / (2 * Q_E**2) * 1e-18 * 1e15


def fermi_k(energy_ev, mass=1.0):
    return np.sqrt(2 * mass * M_E * energy_ev * Q_E) / HBAR * 1e-9


def step_T(k1, k2):
    return 4 * k1 * k2 / (k1 + k2)**2


def graded_T(k1, k2, a):
    """Transmission of the step smoothed as 1/(1+exp(-x/a))."""
    return 1 - (np.sinh(np.pi*a*(k1-k2)) / np.sinh(np.pi*a*(k1+k2)))**2


def transmitted_channels(kl, kr):
    """Closed form of the summed step transmission per area."""
    s, d = kl + kr, abs(kr - kl)
    return (s**2/2 + d**2 - 4*s*d/3 - d**4/(6*s**2)) / (8*np.pi)


def channel_grid(kl, kr, n):
    """Channels grouped by parallel wavevector; needs kr >= kl.
    The first n groups exist in both metals, the others only in R."""
    x, wx = np.polynomial.legendre.leggauss(n)
    x, wx = (x + 1)/2, wx/2
    w_l = 2*kl**2*x*wx/(4*np.pi)
    cos_l = x
    cos_r = np.sqrt(1 - (kl/kr)**2*(1 - x**2))
    w_r = w_l.copy()
    edge = np.sqrt(max(0.0, 1 - (kl/kr)**2))
    if edge > 1e-8:
        w_r = np.append(w_r, 2*kr**2*edge**2*x*wx/(4*np.pi))
        cos_r = np.append(cos_r, edge*x)
    return w_l, cos_l, w_r, cos_r


def specular_flux(w_l, w_r, trans):
    """Flux matrix W[out, in] of an interface conserving parallel wavevector."""
    n, m = len(w_l), len(w_r)
    W = np.diag(np.concatenate([w_l, w_r]))
    for i in range(n):
        W[i, i] = W[n+i, n+i] = w_l[i]*(1 - trans[i])
        W[n+i, i] = W[i, n+i] = w_l[i]*trans[i]
    assert W.shape == (n+m, n+m)
    return W


def random_flux(w_l, w_r):
    """Interface that sends every electron into any channel with equal chance."""
    w = np.concatenate([w_l, w_r])
    return np.outer(w, w)/w.sum()


def decaying_modes(w, lam):
    """Boundary-layer solutions of the Boltzmann equation in one half-space.
    Returns columns s = g_plus + g_minus and |d| = lam*nu*s."""
    a = w/lam
    nu2, s = eigh(np.diag(a) - np.outer(a, a)/a.sum(), np.diag(a*lam**2))
    nu2, s = nu2[1:], s[:, 1:]
    assert nu2.min() > 0
    s = s/np.abs(s).max(axis=0)
    return s, lam[:, None]*np.sqrt(nu2)*s


def boltzmann_jump(W, w_l, lam_l, w_r, lam_r):
    """Extrapolated potential jump per unit current, and incoming occupations in L."""
    n, m = len(w_l), len(w_r)
    s_l, d_l = decaying_modes(w_l, lam_l)
    s_r, d_r = decaying_modes(w_r, lam_r)
    drift_l = lam_l/(2*np.sum(w_l*lam_l))
    drift_r = lam_r/(2*np.sum(w_r*lam_r))
    # L decays towards -infinity: d = -lam*nu*s; R decays towards +infinity: d = +lam*nu*s
    inc = np.zeros((n+m, n+m-1))
    out = np.zeros_like(inc)
    inc[:n, :n-1], out[:n, :n-1] = (s_l - d_l)/2, (s_l + d_l)/2
    inc[n:, n-1:-1], out[n:, n-1:-1] = (s_r - d_r)/2, (s_r + d_r)/2
    inc[n:, -1] = out[n:, -1] = 1.0
    inc0 = np.concatenate([drift_l, -drift_r])
    out0 = -inc0
    P = W/np.concatenate([w_l, w_r])[:, None]
    matrix, rhs = out - P @ inc, P @ inc0 - out0
    sol = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    # the drift sets the scale: rhs itself vanishes for a fictitious interface
    assert np.abs(matrix @ sol - rhs).max() < 1e-7*np.abs(inc0).max()
    return -sol[-1], (inc0 + inc @ sol)[:n]


def formula(W, w_l, w_r):
    n = len(w_l)
    return 1/W[n:, :n].sum() - 0.5*(1/w_l.sum() + 1/w_r.sum())


# Finite devices: element = (t_forward, t_backward, r_from_left, r_from_right)
def join(A, B):
    tfa, tba, rfa, rba = A
    tfb, tbb, rfb, rbb = B
    inv = np.linalg.inv(np.eye(len(tfa)) - rba @ rfb)
    return (tfb @ inv @ tfa, tba @ (tbb + rfb @ inv @ rba @ tbb),
            rfa + tba @ rfb @ inv @ tfa, rbb + tfb @ inv @ rba @ tbb)


def slab(w, thickness_over_lam, doublings=24):
    eps = thickness_over_lam/2**doublings
    share = np.tile(w/w.sum(), (len(w), 1))*eps/2
    t = (1 - eps)*np.eye(len(w)) + share
    element = (t, t, share, share)
    for _ in range(doublings):
        element = join(element, element)
    return element


def interface_element(W, w_l, w_r):
    n = len(w_l)
    P = W/np.concatenate([w_l, w_r])[:, None]
    return P[n:, :n], P[:n, n:], P[:n, :n], P[n:, n:]


def device_resistance(element, w_out):
    return 1/np.sum(w_out*element[0].sum(axis=1))


# ---------------- example parameters ----------------
EF_L, EF_R = 5.0, 10.0        # eV
LAM_L, LAM_R = 6.0, 4.0       # nm
TEMP = 300.0                  # K
J_MA_CM2 = 10.0               # MA/cm^2
GRADE = 0.05                  # nm
MASS_R = 1.2                  # trial mass of metal R, free-electron masses
kl, kr = fermi_k(EF_L), fermi_k(EF_R)
w_l, cos_l, w_r, cos_r = channel_grid(kl, kr, 28)
n = len(w_l)
k1, k2 = kl*cos_l, kr*cos_r[:n]
W = specular_flux(w_l, w_r, step_T(k1, k2))
N_L, N_R, M_T = kl**2/(4*np.pi), kr**2/(4*np.pi), transmitted_channels(kl, kr)
assert abs(w_l.sum()/N_L - 1) < 1e-12 and abs(w_r.sum()/N_R - 1) < 1e-12

# summed transmission: closed form against adaptive quadrature
direct = quad(lambda p: p/(2*np.pi)*step_T(np.sqrt(kl**2-p*p), np.sqrt(kr**2-p*p)),
              0, kl, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
assert abs(direct/M_T - 1) < 1e-7
assert abs(W[n:, :n].sum()/M_T - 1) < 1e-6


# transmission formulas against integration of the Schroedinger equation
def numerical_T(q1, q2, a):
    x0 = 30*a

    def rhs(x, y):
        ksq = q1**2 + (q2**2 - q1**2)/(1 + np.exp(-x/a))
        return [y[1], -ksq*y[0]]
    start = np.exp(1j*q2*x0)
    sol = solve_ivp(rhs, (x0, -x0), [start, 1j*q2*start], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    incident = (psi + dpsi/(1j*q1))/2
    return q2/q1/abs(incident)**2


q1, q2 = 0.3*kl, np.sqrt(kr**2 - kl**2*(1 - 0.3**2))
T_num = numerical_T(q1, q2, 1e-4)
assert abs(T_num - step_T(q1, q2)) < 1e-4
assert abs(numerical_T(q1, q2, GRADE) - graded_T(q1, q2, GRADE)) < 1e-6

# half-space Boltzmann solution with channel-equalising collisions
lam_l, lam_r = np.full(n, LAM_L), np.full(len(w_r), LAM_R)
jump, incoming = boltzmann_jump(W, w_l, lam_l, w_r, lam_r)
R_formula = formula(W, w_l, w_r)
assert abs(jump/R_formula - 1) < 1e-7
assert np.ptp(incoming) < 1e-7*abs(incoming.mean())
W_random = random_flux(w_l, w_r)
W_half = 0.5*W + 0.5*W_random
jump_half = boltzmann_jump(W_half, w_l, lam_l, w_r, lam_r)[0]
assert abs(jump_half/formula(W_half, w_l, w_r) - 1) < 1e-7
jump_random = boltzmann_jump(W_random, w_l, lam_l, w_r, lam_r)[0]
assert abs(jump_random/(0.5/N_L + 0.5/N_R) - 1) < 1e-7

# fictitious interface inside one metal: no jump for either kind of collision
W_none = specular_flux(w_l, w_l, np.ones(n))
jump_none = boltzmann_jump(W_none, w_l, lam_l, w_l, lam_l)[0]
jump_none_iso = boltzmann_jump(W_none, w_l, 9*cos_l, w_l, 9*cos_l)[0]
assert abs(jump_none*N_L) < 1e-7 and abs(jump_none_iso*N_L) < 1e-7

# finite device between ideal reservoirs, built from thin scattering slices
th_l, th_r = 4.0, 7.0         # nm
face = interface_element(W, w_l, w_r)
dev = join(join(slab(w_l, th_l/LAM_L), face), slab(w_r, th_r/LAM_R))
R_device = device_resistance(dev, w_r)
R_bulk = th_l/(2*LAM_L*N_L) + th_r/(2*LAM_R*N_R)
R_contacts = 0.5/N_L + 0.5/N_R
assert abs(R_device/(R_bulk + R_contacts + jump) - 1) < 1e-5

# two interfaces L|R|L separated by a spacer: deviation from 2 R_I
back = (face[1], face[0], face[3], face[2])


def pair_deviation(d):
    total = device_resistance(join(join(face, slab(w_r, d/LAM_R)), back), w_l)
    return (total - 1/N_L - d/(2*LAM_R*N_R))/(2*R_formula) - 1


spacers = [2.0, 4.0, 12.0, 20.0]
deviations = [pair_deviation(d) for d in spacers]
slope = np.log(abs(pair_deviation(4*LAM_R)/pair_deviation(6*LAM_R)))/2
assert abs(slope - 1) < 0.1

# isotropic collisions: solver checked by the Hopf extrapolation length
hopf_int = quad(lambda x: 3/x**2 - 1/(1 - x/np.tan(x)), 0.01, np.pi/2)[0] + 0.2*0.01
hopf = 6/np.pi**2 + hopf_int/np.pi
big = 1e7*w_l
z_jump = boltzmann_jump(random_flux(w_l, big), w_l, cos_l, big, cos_l)[0]
z0 = z_jump*2*np.sum(w_l*cos_l)
assert abs(z0 - hopf) < 5e-4
mfp_l, mfp_r = 1.5*LAM_L, 1.5*LAM_R   # same bulk resistivities as above
assert abs(np.sum(w_l*mfp_l*cos_l)/(N_L*LAM_L) - 1) < 1e-10
assert abs(np.sum(w_r*mfp_r*cos_r)/(N_R*LAM_R) - 1) < 1e-10


def isotropic_jump(order):
    a, ca, b, cb = channel_grid(kl, kr, order)
    flux = specular_flux(a, b, step_T(kl*ca, kr*cb[:order]))
    return boltzmann_jump(flux, a, mfp_l*ca, b, mfp_r*cb)[0]


jump_iso = isotropic_jump(28)
assert abs(jump_iso/isotropic_jump(44) - 1) < 2e-3

# other neglected effects
R_graded = formula(specular_flux(w_l, w_r, graded_T(k1, k2, GRADE)), w_l, w_r)
R_bound = 0.5*(1/N_L - 1/N_R)
assert R_bound < R_graded < R_formula
kr_m = fermi_k(EF_R, MASS_R)
a_m, ca_m, b_m, cb_m = channel_grid(kl, kr_m, 28)
R_mass = formula(specular_flux(a_m, b_m, step_T(kl*ca_m, kr_m*cb_m[:28]/MASS_R)),
                 a_m, b_m)
kT = K_B*TEMP/Q_E
y = np.linspace(-30, 30, 2001)
weight = 1/(4*np.cosh(y/2)**2)
M_hot = simpson(weight*np.array([transmitted_channels(fermi_k(EF_L+kT*t),
                fermi_k(EF_R+kT*t)) for t in y]), x=y)
R_hot = 1/M_hot - R_contacts   # Sharvin terms are linear in energy: unchanged

R_I = R_formula*UNIT
rho_l, rho_r = UNIT/(2*LAM_L*N_L), UNIT/(2*LAM_R*N_R)   # fOhm m^2 per nm
mv = J_MA_CM2*1e10*1e-15*1e3   # mV per fOhm m^2


def pct(r):
    return 100*(r/R_formula - 1)


print(f"Fermi energies L, R: {EF_L:.1f}, {EF_R:.1f} eV")
print(f"Fermi wavevectors L, R: {kl:.3f}, {kr:.3f} nm^-1")
print(f"decay lengths lam L, R: {LAM_L:.1f}, {LAM_R:.1f} nm")
print(f"channels per area N_L, N_R: {N_L:.3f}, {N_R:.3f} nm^-2")
print(f"summed transmission M: {M_T:.3f} nm^-2")
print(f"mean transmission of L channels M/N_L: {M_T/N_L:.4f}")
print(f"step T at normal incidence: {step_T(kl, kr):.4f}")
print(f"step T at cos(angle in L)=0.3: {step_T(q1, q2):.4f}")
print(f"  same, Schroedinger integration: {T_num:.4f}")
print(f"inverse Sharvin 1/G_L: {UNIT/N_L:.4f} fOhm m^2")
print(f"inverse Sharvin 1/G_R: {UNIT/N_R:.4f} fOhm m^2")
print(f"half their sum: {UNIT*R_contacts:.4f} fOhm m^2")
print(f"Landauer 1/G_T: {UNIT/M_T:.4f} fOhm m^2")
print(f"interface resistance R_I, formula: {R_I:.4f} fOhm m^2")
print(f"R_I, Boltzmann diagonalization: {UNIT*jump:.4f} fOhm m^2")
print(f"Landauer / R_I: {1/M_T/R_formula:.3f}")
print(f"lower bound of R_I: {UNIT*R_bound:.4f} fOhm m^2")
print(f"half-random interface, formula: {UNIT*formula(W_half, w_l, w_r):.4f} fOhm m^2")
print(f"half-random interface, Boltzmann: {UNIT*jump_half:.4f} fOhm m^2")
print(f"fully random interface, Boltzmann: {UNIT*jump_random:.4f} fOhm m^2")
print(f"no interface, Boltzmann jump: {abs(UNIT*jump_none):.1e} fOhm m^2")
print(f"bulk resistivities L, R: {100*rho_l:.2f}, {100*rho_r:.2f} uOhm cm")
print(f"bulk thickness equal to R_I, in L, R: {R_I/rho_l:.2f}, {R_I/rho_r:.2f} nm")
print(f"device thicknesses L, R: {th_l:.1f}, {th_r:.1f} nm")
print(f"device, composed slices: {UNIT*R_device:.4f} fOhm m^2")
print(f"  its bulk part: {UNIT*R_bulk:.4f} fOhm m^2")
print(f"  bulk + contacts + R_I: {UNIT*(R_bulk+R_contacts+R_formula):.4f} fOhm m^2")
print(f"current density: {J_MA_CM2:.0f} MA/cm^2")
print(f"voltage across interface: {mv*R_I:.4f} mV")
print(f"difference of incoming potentials / e: {mv*UNIT/M_T:.4f} mV")
print("Neglected effects, change relative to R_I of the formula:")
print(f"isotropic scattering, mean free paths: {mfp_l:.1f}, {mfp_r:.1f} nm")
print(f"isotropic scattering, R_I: {UNIT*jump_iso:.4f} fOhm m^2")
print(f"isotropic scattering, change: {pct(jump_iso):.2f} %")
print(f"extrapolation length, solver: {z0:.4f} mean free paths")
print(f"extrapolation length, Hopf integral: {hopf:.4f} mean free paths")
for d, dev_d in zip(spacers, deviations):
    print(f"L|R|L pair, spacer {d:.0f} nm, change from 2 R_I: {100*dev_d:.3f} %")
print(f"decay rate of that change times lam_R: {slope:.3f}")
print(f"step graded with a = {GRADE:.2f} nm: {pct(R_graded):.2f} %")
print(f"fully random interface: {pct(jump_random):.1f} %")
print(f"mass {MASS_R:.1f} m_e in R at same Fermi energy: {pct(R_mass):.2f} %")
print(f"temperature {TEMP:.0f} K (kT = {1e3*kT:.2f} meV): {pct(R_hot):.1e} %")
print(f"1/(k_F mean free path) L, R: {1/(kl*mfp_l):.4f}, {1/(kr*mfp_r):.4f}")
print("success")
```

Printed output:

```
Fermi energies L, R: 5.0, 10.0 eV
Fermi wavevectors L, R: 11.456, 16.201 nm^-1
decay lengths lam L, R: 6.0, 4.0 nm
channels per area N_L, N_R: 10.443, 20.887 nm^-2
summed transmission M: 9.146 nm^-2
mean transmission of L channels M/N_L: 0.8758
step T at normal incidence: 0.9706
step T at cos(angle in L)=0.3: 0.6935
  same, Schroedinger integration: 0.6935
inverse Sharvin 1/G_L: 1.2359 fOhm m^2
inverse Sharvin 1/G_R: 0.6179 fOhm m^2
half their sum: 0.9269 fOhm m^2
Landauer 1/G_T: 1.4111 fOhm m^2
interface resistance R_I, formula: 0.4842 fOhm m^2
R_I, Boltzmann diagonalization: 0.4842 fOhm m^2
Landauer / R_I: 2.914
lower bound of R_I: 0.3090 fOhm m^2
half-random interface, formula: 0.6755 fOhm m^2
half-random interface, Boltzmann: 0.6755 fOhm m^2
fully random interface, Boltzmann: 0.9269 fOhm m^2
no interface, Boltzmann jump: 0.0e+00 fOhm m^2
bulk resistivities L, R: 10.30, 7.72 uOhm cm
bulk thickness equal to R_I, in L, R: 4.70, 6.27 nm
device thicknesses L, R: 4.0, 7.0 nm
device, composed slices: 2.3637 fOhm m^2
  its bulk part: 0.9526 fOhm m^2
  bulk + contacts + R_I: 2.3637 fOhm m^2
current density: 10 MA/cm^2
voltage across interface: 0.0484 mV
difference of incoming potentials / e: 0.1411 mV
Neglected effects, change relative to R_I of the formula:
isotropic scattering, mean free paths: 9.0, 6.0 nm
isotropic scattering, R_I: 0.3186 fOhm m^2
isotropic scattering, change: -34.20 %
extrapolation length, solver: 0.7104 mean free paths
extrapolation length, Hopf integral: 0.7104 mean free paths
L|R|L pair, spacer 2 nm, change from 2 R_I: -50.949 %
L|R|L pair, spacer 4 nm, change from 2 R_I: -36.151 %
L|R|L pair, spacer 12 nm, change from 2 R_I: -6.335 %
L|R|L pair, spacer 20 nm, change from 2 R_I: -0.893 %
decay rate of that change times lam_R: 0.992
step graded with a = 0.05 nm: -27.15 %
fully random interface: 91.4 %
mass 1.2 m_e in R at same Fermi energy: 6.20 %
temperature 300 K (kT = 25.85 meV): -6.1e-04 %
1/(k_F mean free path) L, R: 0.0097, 0.0103
success
```
